# Predicting thin-film transistor transfer curves from one output curve

An amorphous-oxide thin-film transistor lies on a probe station. One output curve has been recorded: the gate is held at 10 V, the drain is swept from 0 to 12 V, and the drain current rises and saturates. The circuit, however, will run the transistor at other gate voltages and at drain voltages of 1 V and 5 V. How much of that behaviour is already contained in the recorded curve?

## The naive scheme and its failure

The direct approach assumes a mobility law. Let $V_G$ and $V_D$ be the gate and drain voltages relative to the source, and let $V_{G0}$ be the gate voltage of the recorded curve $I_0(V_D)$. With constant mobility and a threshold $V_T$,

$$
I=\frac{k}{2}\left[(V_G-V_T)_+^2-(V_G-V_D-V_T)_+^2\right],
$$

where $(z)_+$ is $z$ for positive $z$ and zero otherwise. Two features of the curve fix both constants. The initial slope is $g_0=k(V_{G0}-V_T)$ and the saturated current is $I_{\rm sat}=k(V_{G0}-V_T)^2/2$. Dividing the second by the first gives

$$
V_T=V_{G0}-\frac{2I_{\rm sat}}{g_0},\qquad k=\frac{g_0^2}{2I_{\rm sat}} .
$$

The example is a computed transistor, specified below, with $I_{\rm sat}=48.74$ µA. The fit gives $V_T=2.916$ V, so $V_{G0}-V_T=7.084$ V, $g_0=2(48.74)/7.084=13.76$ µS and $k=13.76/7.084=1.942$ µA/V².

At $V_G=3$ V and $V_D=1$ V the fitted law predicts $0.971\times(0.084)^2=0.007$ µA. The current of the computed transistor is 0.978 µA, so the prediction is 99.3 % too low. At $V_G=5$ V and the same drain voltage the law gives $0.971\,(2.084^2-1.084^2)=3.08$ µA against 3.19 µA, which is 3 % low. At 8 V it gives 8.90 µA against 8.28 µA, which is 8 % high.

The fit matches both ends of the output curve and still fails near threshold, because two numbers have replaced a whole function. A more flexible mobility law could reduce the error, but its form would still be a guess. The better course is to find which function the curve measures and to keep all of it.

## What the drain sweep measures

The algebra is in atomic units, so the elementary charge is 1 and a voltage equals the corresponding electron energy in magnitude. Let $x$ run from the source at $0$ to the drain at $L$, and let $W$ be the channel width. Let $\phi(x)$ be the electrostatic potential in the film and $V(x)$ the quasi-Fermi voltage, defined so that the electrons' electrochemical energy is $-V$ up to a constant. Ideal contacts impose $V(0)=0$ and $V(L)=V_D$.

Electrons flow towards lower electrochemical energy, hence towards larger $V$. Counting current as positive when it enters the drain,

$$
I=W\,G\,\frac{dV}{dx},\qquad G=\mu n, \tag{1}
$$

where $n$ is the mobile sheet density, $\mu$ its mobility and $G$ the sheet conductance. Diffusion is included. For Boltzmann filling $n\propto e^{(\phi-V)/v_t}$, with thermal voltage $v_t$, taking the logarithm and differentiating gives

$$
\frac{dV}{dx}=\frac{d\phi}{dx}-\frac{v_t}{n}\frac{dn}{dx},
\qquad
\mu n\frac{dV}{dx}=\mu n\frac{d\phi}{dx}-\mu v_t\frac{dn}{dx}.
$$

The two terms on the right are drift and diffusion.

What does $G$ depend on? In a gradual channel the sheet charge at $x$ is set by the gate directly above or below it. With gate capacitance $C$ per area, $V_G$ measured from the flat-band voltage of the electron-free film, and $N$ the total sheet density including trapped electrons,

$$
C(V_G-\phi)=N(\phi-V).
$$

Define the local overdrive $u=V_G-V$ and the filling potential $\psi=\phi-V$. Since $V_G-\phi=u-\psi$, the balance becomes $C(u-\psi)=N(\psi)$. The left side falls with $\psi$ and the right side rises, so $u$ fixes $\psi$ uniquely. If mobility depends on the local filling and not on the lateral field, $G$ is a function of $u$ alone. No threshold has been subtracted from $u$; a constant offset would merely relabel the axis.

In steady state, without leakage, $I$ is the same at every $x$. Integrating (1) along the channel gives

$$
IL=W\int_0^{V_D}G(V_G-V)\,dV .
$$

Now substitute $u=V_G-V$. Then $dV=-du$, and reversing the limits removes the minus sign:

$$
I(V_G,V_D)=\frac{W}{L}\int_{V_G-V_D}^{V_G}G(u)\,du. \tag{2}
$$

In this regime, every current is the area under one universal curve, seen through a window of width $V_D$ whose upper edge is $V_G$. Along the recorded output curve the upper edge stays at $V_{G0}$ and the lower edge moves. Differentiating an integral with respect to its lower limit gives minus the integrand, and the lower limit itself has derivative $-1$, so

$$
\frac{dI_0}{dV_D}=\frac{W}{L}G(V_{G0}-V_D). \tag{3}
$$

The drain sweep therefore scans the conductance at the drain end, from overdrive $V_{G0}$ down to $V_{G0}-V_{D,\max}$.

## From derivative to prediction

One could differentiate the data, build $G(u)$, and integrate it over the new window. With $g=(W/L)G$ and samples spaced by $h$, the slope between neighbouring points is

$$
g_{j+1/2}=\frac{I_0((j+1)h)-I_0(jh)}{h}.
$$

Summing $h\,g_{j+1/2}$ from $j=a$ to $b-1$ cancels every intermediate current and leaves $I_0(bh)-I_0(ah)$. The derivative is useful for displaying the material function, but the prediction does not need it.

The two end points follow from (2). Split the window at $V_{G0}$:

$$
\int_{V_G-V_D}^{V_G}G\,du=
\int_{V_G-V_D}^{V_{G0}}G\,du-\int_{V_G}^{V_{G0}}G\,du .
$$

Multiplied by $W/L$, the first integral on the right is $I_0$ at the drain voltage for which $V_{G0}-V=V_G-V_D$, and the second is $I_0$ at $V=V_{G0}-V_G$. Hence

$$
I(V_G,V_D)=I_0(V_{G0}-V_G+V_D)-I_0(V_{G0}-V_G). \tag{4}
$$

The data cover $V_G\le V_{G0}$ and $V_G-V_D\ge V_{G0}-V_{D,\max}$. Above $V_{G0}$ the curve contains no information. Below the lower limit, the last measured current may replace $I_0$ if the curve has truly saturated; the omitted current is the remaining area under $g$.

Two limits show that (4) behaves properly. For small $V_D$ it becomes $g(V_G)V_D$, the linear regime. For constant mobility above threshold, $I_0(V)=k[(V_{G0}-V_T)V-V^2/2]$. With $a=V_{G0}-V_G$,

$$
I=k\left[(V_{G0}-V_T)V_D-\frac{(a+V_D)^2-a^2}{2}\right]
=k\left[(V_G-V_T)V_D-\frac{V_D^2}{2}\right],
$$

because $(a+V_D)^2-a^2=2aV_D+V_D^2$. The square law is recovered when it is true, without having been assumed.

## The example in numbers

The transistor has $W=100$ µm, $L=20$ µm, a 10 nm film and 100 nm of silicon dioxide, giving $C=34.53$ nF/cm². The film has a band density $5\times10^{18}$ cm⁻³ and an exponential tail of traps with density $2\times10^{18}$ cm⁻³ and energy 0.05 eV. At $\psi=0$ the Fermi level lies 0.30 eV below the band edge. The band mobility is $30\,y^{0.2}$ cm²/Vs, where $y$ is the mobile density divided by the band density. The temperature is 300 K.

Three simplifications keep the model short: one potential represents the whole film thickness, band filling follows Boltzmann statistics, and the trapped density uses the closed form $N_t\,[\pi\alpha/\sin(\pi\alpha)]\,e^{-\Delta/E_t}$. Here $N_t$ and $E_t$ are the tail density and energy, $\Delta$ is the depth of the Fermi level below the band edge, and $\alpha$ is the thermal energy divided by $E_t$. This form continues the tail above the band edge. The simplifications matter for the values: ending the tail at the band edge raises the saturated current from 48.7 to 64.4 µA, and also resolving the potential across the film with Fermi–Dirac filling raises it to about 80 µA. The numbers below therefore describe a test device, not a quantitative film model. Equation (4) is unaffected, because $G$ remains a function of $u$ alone.

The current of this device is computed by integrating drift and diffusion over density. Charge balance at fixed $V_G$ gives $d\phi=-dN/C$, so

$$
I\,dx=W\mu\,(n\,d\phi-v_t\,dn)
=-W\mu\left(\frac{n}{C}\frac{dN}{dn}+v_t\right)dn .
$$

Integration from the source density $n_s$ to the drain density $n_d$ yields

$$
I=\frac{W}{L}\int_{n_d}^{n_s}\mu\left(\frac{n}{C}\frac{dN}{dn}+v_t\right)dn .
$$

The curve at $V_{G0}=10$ V contains these values:

| $V_D$ (V) | 1 | 2 | 5 | 6 | 7 | 8 | 12 |
|---|---:|---:|---:|---:|---:|---:|---:|
| $I_0$ (µA) | 12.591 | 22.943 | 42.267 | 45.453 | 47.397 | 48.374 | 48.739 |

Equation (4) now takes one subtraction per point, made here before the currents are rounded, so the last digit can differ by one from that of the table:

- $V_G=5$, $V_D=1$ V: $I_0(6)-I_0(5)=3.186$ µA.
- $V_G=3$, $V_D=1$ V: $I_0(8)-I_0(7)=0.978$ µA, the point the square law missed.
- $V_G=8$, $V_D=5$ V: $I_0(7)-I_0(2)=24.453$ µA.

The directly computed currents agree to all digits shown. Across mobility exponents $-0.3$, $0$, $0.2$ and $0.5$, with $V_D=1$, 5 and 10 V, the largest discrepancy was $2.9\times10^{-16}$ of the saturated current, which is rounding. Such agreement is expected, because the integral over density is itself a source term minus a drain term; it checks the bookkeeping for each mobility law. It does not show that a real transistor meets the assumptions, since the computed one was built to meet them.

The slopes give the material function. With 0.25 V steps:

| $u$ (V) | recovered $G$ (µS) | direct $\mu n$ (µS) | mobility (cm²/Vs) |
|---:|---:|---:|---:|
| 2.125 | 0.1364 | 0.1362 | 4.0 |
| 5.125 | 0.8159 | 0.8158 | 8.8 |
| 8.125 | 1.9093 | 1.9092 | 12.2 |

The middle conductance is 0.00335 atomic units, that is, in units of $e^2/\hbar$. The last column is the field-effect mobility $(dG/du)/C$. It triples over this range, which is why one constant could not serve. Here it is an output of the measurement.

## Noise decides how to differentiate

Suppose each current reading has independent noise of standard deviation $\sigma$. A difference of two readings has variance $2\sigma^2$, so prediction (4), made from two separate raw readings, carries noise $\sqrt2\,\sigma$, however many intervals lie between its end points. For $\sigma=10$ nA this is 14.1 nA; 4000 simulated noisy curves gave 14.3 nA.

That is 0.4 % of the current at $V_G=5$, $V_D=1$ V, and 4 % at $V_G=2$ V. At $V_G=0$ and $V_D=5$ V the device carries 1.0 pA, about four orders of magnitude below the noise. Subthreshold current cannot be obtained by subtracting two nearly equal currents of 49 µA; it needs its own measurement.

The slope is more delicate. Take a centred difference over a span $s$. By (3) it equals the average of $g$ over that span. Expanding $g$ about the centre, the linear term averages to zero and the quadratic term gives

$$
\frac1s\int_{-s/2}^{s/2}\frac{g''z^2}{2}\,dz=\frac{g''s^2}{24}.
$$

The noise is $\sqrt2\,\sigma/s$. With $B=|g''|/24$, the mean squared error to this order is

$$
M(s)=\frac{2\sigma^2}{s^2}+B^2s^4,\qquad
\frac{dM}{ds}=-\frac{4\sigma^2}{s^3}+4B^2s^3 .
$$

Setting the derivative to zero gives

$$
s_*=\left(\frac{\sigma}{B}\right)^{1/3}.
$$

At $u=6$ V this is 1.05 V, four times the measuring step. The 0.25 V span would give slope noise of 57 nS. At $s_*$ the noise is $\sqrt2(10)/1.05=13$ nS and the bias is $\sigma/s_*=10$ nS, together 16 nS. In noisy trials the error at $s_*$ was smaller than at half or twice that span. The displayed conductance therefore needs smoothing, while the prediction already works with raw differences. Smoothing the readings can still improve it: replacing each end point by the value of a cubic fitted to seven neighbouring readings lowers the total error from about 14 to about 8.6 nA at $V_G=3$, 5 and 8 V with $V_D=1$ V.

## One curve cannot certify itself

Any rising output curve yields some positive $G(u)$ through (3), whether or not the assumptions hold. Evidence must come from another gate voltage. Differentiating (2) with respect to each voltage gives

$$
g_m=\frac{\partial I}{\partial V_G}=g(V_G)-g(V_G-V_D),\qquad
g_d=\frac{\partial I}{\partial V_D}=g(V_G-V_D),
$$

and therefore

$$
g_m+g_d=g(V_G), \tag{5}
$$

whatever the drain voltage. The converse also holds. If $g_m+g_d=h(V_G)$ for some function $h$, move both voltages together from $(a,0)$ to $(a+V_D,V_D)$. The current starts at zero and changes at the rate $h$, so it equals $\int_a^{a+V_D}h\,du$, which is (2) with $a=V_G-V_D$. A few short sweeps around one gate voltage can thus test the window picture locally, without a mobility law. The test can be weak, however: at $V_G=6$ V, the 1000 Ω contacts considered below change the sum by only 0.2 % between $V_D=1$ and 8 V.

## What real devices change

The parameters are rough typical values for an amorphous indium-gallium-zinc-oxide transistor, although 10 nm is a thin film for display use. The recovered mobilities, 4 to 12 cm²/Vs, are of the usual order. The following errors refer to the prediction at $V_G=5$, $V_D=1$ V, relative to the current of the modified device at that bias, with one effect introduced at a time.

**Contacts.** A resistance $R$ at each end lowers the internal gate voltage by $IR$ and raises the lower window edge by $IR$. To first order the current changes by $-RI[g(V_G)+g(V_G-V_D)]$. Take $R=1000$ Ω. The initial slope gives $g(10)=13.76$ µS, and averages of neighbouring 1 V predictions give $g(5)\approx3.93$ and $g(4)\approx2.565$ µS. The readings at 6 and 5 V then change by $-0.7420$ and $-0.7477$ µA, so their difference rises by 0.0057 µA. The true current falls by 0.0207 µA. The prediction is too high by $0.0264/3.17$, or 0.8 %, as the full calculation also finds.

**Self-heating.** The glass substrate is modelled by a thermal resistance of 9735 K/W, a rough estimate whose digits are kept only so that the arithmetic can be followed. The device then warms by 5.8 K at the end of the output sweep. With the band mobility prefactor held independent of temperature, the band density scaled as $T^{3/2}$ and the 0.30 eV offset fixed, the error is $+3$ %. This size depends on the film model: holding the band density fixed as well lowers it to 0.7 %, slightly below the contact error, and ending the tail at the band edge raises it to about 5 %. A prefactor thermally activated by 0.02 eV would raise it to about 6 %. The recorded curve is taken at high power and the predicted point at low power, so part of the measured slope is a temperature slope. Its size can be traced. The 5.78 K rise implies a current of $5.78/(9735\times12)=49.5$ µA, 1.5 % above the cold value, or 0.26 % per kelvin. Between 5 and 6 V the temperature rise grows from about 2.1 to 2.7 K. Using the same coefficient at both points adds about 0.09 µA to their difference, or 2.8 % of 3.19 µA. This is a rough account: the coefficients at 5 and 6 V are in fact 0.21 and 0.23 % per kelvin, smaller but rising with drain voltage, and they give about 0.095 µA, or 3 %. Short pulses reduce this error if they end before the film warms.

**A fixed second gate.** If a back gate with capacitance $rC_f$ is held at its flat-band voltage while the front gate has capacitance $C_f$, charge balance reads

$$
C_f(V_G-\phi)+rC_f(0-\phi)=(1+r)C_f\left(\frac{V_G}{1+r}-\phi\right).
$$

The effective gate voltage is $V_G/(1+r)$, but the drain still shifts $V$ by its full amount. With $r=0.1$ and the total capacitance held at 34.53 nF/cm², the unmodified formula is 21 % too low. The cure follows from the same window argument: replace $V_{G0}-V_G$ in both terms of (4) by $(V_{G0}-V_G)/(1+r)$.

**Threshold drift.** Charge trapping between measurements can shift the threshold by $\delta$. To first order the true current changes by $-g_m\delta$. At this bias $g_m\approx3.93-2.565\approx1.4$ µS, so a shift of 0.1 V changes the current by 0.14 µA, or 4 %. Repeating the first output curve at the end of the session exposes such drift.

For the remaining effects only the size is estimated, not the resulting error of the prediction. At $V_D=12$ V, the contribution of lateral flux in the film to charge balance, evaluated from the gradual solution, exceeds 1 % of the local charge over 1.2 % of the channel length. Including lateral flux in the thicker oxide raises this to about 1.8 %. That fraction grows in short channels. The band mobility prefactor times the mean lateral field gives $1.8\times10^5$ cm/s, about 1 % of the thermal speed, though the local field near a saturated drain is higher. The oxide field is 1 MV/cm, roughly a tenth of the breakdown field of good oxide, and ideal tunnelling through a 3 eV barrier is negligible; leakage through defects is not included in that estimate.

For a long-channel device with a single gate, the measurement therefore calls for a high $V_{G0}$, a drain sweep into saturation, and a bias step shared with the desired transfer curves. Heating is one reason not to raise $V_{G0}$ too far. The numerical output below lists the remaining transfer points.

## Numbers as computed

```
width, length: 100, 20 um
film, oxide thickness: 10, 100 nm
relative permittivity film, oxide: 10.0, 3.9
band, tail density: 5.0e+18, 2.0e+18 cm^-3
tail energy, band offset: 0.05, 0.30 eV
band mobility prefactor: 30 cm2/Vs
mobility exponent: 0.2; temperature: 300 K
gate capacitance: 34.53 nF/cm2
output curve VG, max VD, step: 10, 12, 0.25 V
I0 at VD=1 V: 12.5914 uA
I0 at VD=2 V: 22.9431 uA
I0 at VD=5 V: 42.2668 uA
I0 at VD=6 V: 45.4530 uA
I0 at VD=7 V: 47.3965 uA
I0 at VD=8 V: 48.3742 uA
I0 at VD=12 V: 48.7388 uA
u=2.125 V: G recovered 0.1364, direct 0.1362 uS; mobility 4.02 cm2/Vs
u=5.125 V: G recovered 0.8159, direct 0.8158 uS; mobility 8.78 cm2/Vs
u=8.125 V: G recovered 1.9093, direct 1.9092 uS; mobility 12.16 cm2/Vs
G at u=5.125 V in atomic units: 0.00335
largest G error for u>1 V: 0.600 %
VG=2, VD=1 V: predicted 0.3294, direct 0.3294 uA
VG=2, VD=5 V: predicted 0.3646, direct 0.3646 uA
VG=3, VD=1 V: predicted 0.9777, direct 0.9777 uA
VG=3, VD=5 V: predicted 1.3423, direct 1.3423 uA
VG=4, VD=1 V: predicted 1.9435, direct 1.9435 uA
VG=4, VD=5 V: predicted 3.2858, direct 3.2858 uA
VG=5, VD=1 V: predicted 3.1862, direct 3.1862 uA
VG=5, VD=5 V: predicted 6.4720, direct 6.4720 uA
VG=6, VD=1 V: predicted 4.6726, direct 4.6726 uA
VG=6, VD=5 V: predicted 11.1095, direct 11.1095 uA
VG=8, VD=1 V: predicted 8.2750, direct 8.2750 uA
VG=8, VD=5 V: predicted 24.4534, direct 24.4534 uA
largest shift error / saturated current: 2.9e-16
square-law threshold: 2.916 V
square-law error at VG=3, VD=1 V: -99.3 %
current noise: 10.0 nA; prediction noise: 14.28 nA
noise in dI/dVD at 0.25 V span: 56.54 nS
best difference span at u=6 V: 1.05 V
direct current at VG=0, VD=5 V: 1.036 pA
each contact: 1000 ohm; prediction error at VG=5, VD=1 V: 0.81 %
glass thermal resistance: 9735 K/W; maximum rise: 5.78 K
self-heating prediction error, same bias: 2.95 %
back/front capacitance: 0.1; prediction error: -21.0 %
channel with lateral flux above 1 %: 1.15 %
source band filling n/Nc: 0.164
mean-field drift speed bound: 1.80e+05 cm/s
thermal speed for mass 0.3: 1.96e+07 cm/s
oxide field: 1.00 MV/cm
log10(tunnel current / A), 3 eV, mass 0.4: -96.1
```
